# Smoluchowski's temperature-jump length from the energy balance at a wall, part 2

A dilute gas at rest, with uniform pressure \(p\), fills \(y>0\) above a wall at temperature \(T_w\). Far from the wall its temperature \(T\) has slope \(T'=dT/dy\), and this line extrapolates to \(T_g\) at \(y=0\). The jump length \(\zeta\) is to be derived for molecules with internal energy:

\[
T_g-T_w=\zeta\,T',\qquad
\zeta=\frac{2-a}{a}\,\frac{2g}{g+1}\,\frac{\lambda}{\mathrm{Pr}} .
\tag{1}
\]

Here \(g=c_p/c_v\), and the mean free path \(\lambda\) is defined through the viscosity \(\mu\):

\[
\mu=\tfrac12\rho\bar c\lambda,\qquad
\bar c=\sqrt{\frac{8kT}{\pi m}},\qquad
\mathrm{Pr}=\frac{\mu c_p}{K},
\tag{2}
\]

with Boltzmann constant \(k\), molecular mass \(m\), mass density \(\rho\), mean speed \(\bar c\), thermal conductivity \(K\) and heat capacity \(c_p\) per unit mass. Units are SI unless stated.

The number flux onto the wall is \(\Gamma=\rho\bar c/4m\), and equally many molecules leave. The incident, returning and fully accommodated energy fluxes are \(E_i\), \(E_r\) and \(E_w\). For \(T'>0\) heat enters the wall:

\[
E_i-E_r=KT' .
\tag{7}
\]

The accommodation coefficient \(a\) is defined by \(E_i-E_r=a(E_i-E_w)\).

In a monatomic gas a crossing molecule carries \(2kT\) on average. The source in the Boltzmann equation is proportional to \(v_y(x-\tfrac52)\), with \(v_y\) the normal velocity and \(x=mv^2/2kT\). The relative departure from the Maxwell distribution is therefore odd in \(v_y\), and incoming and outgoing molecules each account for half of the conducted heat. If this bulk distribution is assumed at the wall, incident molecules carry an excess \(\tfrac12KT'\) over the equilibrium flux at \(T_g\). The assumption neglects the Knudsen layer, the few mean free paths near the wall where the distribution is distorted.

In the BGK model, collisions restore the local Maxwell distribution at the rate \(1/\tau\). For a monatomic gas this gives \(\mu=p\tau\), \(K=\tfrac52(k/m)p\tau\) and \(\mathrm{Pr}=1\).

### Molecules with internal energy

Rotation and vibration add to the energy that a molecule delivers. Let \(C_v\) be the heat capacity per molecule at constant volume, taken as constant between \(T_w\) and \(T_g\). For an ideal gas \(C_p-C_v=k\), so \(C_v=k/(g-1)\) and \(C_p=gk/(g-1)\).

In equilibrium the internal energy of a molecule is independent of its velocity, so the preference for fast molecules doesn't alter it. The translational part is \(2kT\) in place of the \(\tfrac32kT\) contained in \(C_vT\). A crossing molecule therefore carries

\[
\left(C_v+\frac k2\right)T
=kT\left(\frac1{g-1}+\frac12\right)
=\frac{g+1}{2(g-1)}\,kT .
\tag{13}
\]

A constant could be added to the internal energy, but it would cancel from \(E_i-E_r\) and \(E_i-E_w\), because the number fluxes are equal. For \(g=\tfrac53\), (13) returns \(2kT\).

The half-share of the heat also survives. The source in the Boltzmann equation is still \(v_y\) times a function of energy. A reflection takes each internal state to its mirror state, which has the same energy, and collisions still prefer no direction. The half-integrals of number and total energy are therefore equal as before. Here \(K\) includes the heat carried by internal energy.

With (13) the energy balance reads

\[
KT'=a\left[\Gamma k\,\frac{g+1}{2(g-1)}(T_g-T_w)+\frac12KT'\right].
\tag{14}
\]

Moving the last term to the left, as in the monatomic case, gives

\[
\frac{2-a}{2a}\,KT'=\Gamma k\,\frac{g+1}{2(g-1)}(T_g-T_w),
\qquad
T_g-T_w=\frac{2-a}{a}\,\frac{g-1}{g+1}\,\frac{KT'}{\Gamma k}.
\tag{15}
\]

The heat capacity per mass is \(c_p=gk/[(g-1)m]\), so

\[
\frac{K}{\Gamma k}
=\frac{\rho\bar c\lambda}{2\,\mathrm{Pr}}\,\frac{gk}{(g-1)m}\cdot\frac{4m}{k\rho\bar c}
=\frac{2g}{g-1}\,\frac{\lambda}{\mathrm{Pr}} .
\]

The factors \(g-1\) cancel on insertion into (15), and the result is (1):

\[
\zeta=\frac{2-a}{a}\,\frac{2g}{g+1}\,\frac{\lambda}{\mathrm{Pr}} .
\]

The factor \(2g/(g+1)\) equals \(C_p/(C_v+k/2)\). Its numerator comes from the conductivity, and its denominator is the heat capacity of a crossing molecule. With \(j\) classical internal degrees of freedom, each storing \(\tfrac12kT\), it becomes \((5+j)/(4+j)\). This is \(\tfrac54\) for \(j=0\) and \(\tfrac76\) for a rigid diatomic molecule with \(j=2\), and it approaches 1 as \(j\) grows. At fixed \(a\), \(\lambda\) and \(\mathrm{Pr}\), the internal structure therefore changes the jump by at most a fifth of its monatomic value.

A numerical test used trial distributions with separate relaxation times for stress, translational heat and internal heat. It covered \(j=0,2,3\), \(a=0.2,\,0.7,\,1\), and Prandtl numbers from 0.615 to 1.000. Direct integration of the fluxes reproduced (1) within a relative difference of \(6\times10^{-14}\). The trial distributions were chosen odd in \(v_y\), as derived above, so the test confirms the half-share and the algebra that follow from this property. It doesn't test the use of the bulk distribution at the wall.

One assumption is easily overlooked in (14). A surface may exchange translational and rotational energy with different efficiency. The ratio \(a\) of total fluxes can still be defined, but its value then depends on how the incident excess is divided between the two forms. A value measured in one arrangement need not apply unchanged in another.

### Two walls and the collisionless limit

Let two parallel plates with equal \(a\) be a distance \(L\) apart, with a small temperature difference \(\Delta T\). If the slope in the gas has magnitude \(S\), the temperature difference is made up of \(LS\) in the gas and \(\zeta S\) at each wall. Hence

\[
\Delta T=(L+2\zeta)S,\qquad
q=KS=\frac{K\,\Delta T}{L+2\zeta}.
\tag{16}
\]

For \(L\gg\zeta\) this is ordinary conduction. In the opposite limit, at fixed gas state, (15) gives

\[
q\to\frac{K\Delta T}{2\zeta}
=\frac{a}{2-a}\,\Gamma k\,\frac{g+1}{2(g-1)}\,\Delta T\equiv q_0 .
\tag{17}
\]

The derivation gives no reason to trust (16) here, since a narrow gap contains no region with a bulk distribution. The collisionless flux can, however, be found separately. Let \(E_+\) be the energy flux leaving the hot plate and \(E_-\) that leaving the cold plate. Without collisions each stream reaches the other plate unchanged, so

\[
E_+=(1-a)E_-+aE_h,\qquad E_-=(1-a)E_++aE_c ,
\]

where \(E_h\) and \(E_c\) are the fully accommodated fluxes at the two plate temperatures. Subtraction gives \(E_+-E_-=-(1-a)(E_+-E_-)+a(E_h-E_c)\), and therefore

\[
E_+-E_-=\frac{a}{2-a}(E_h-E_c).
\]

By (13), \(E_h-E_c=\Gamma k(g+1)\Delta T/[2(g-1)]\), which makes this flux equal to \(q_0\). To leading order in \(\Delta T/T\), equation (16) is thus correct at both ends, provided that \(a\) has the same value for any incident distribution, as it does for the wall that re-emits a fraction \(a\) and mirrors the rest. A wall that accommodates the normal energy of a monatomic gas with 0.3 and the tangential energy with 1 has \(a=0.63\) for the bulk BGK distribution but 0.74 in the collisionless gap, and its collisionless flux exceeds (17), evaluated with 0.63, by about 29 %. It can also be written as a sum of two thermal resistances,

\[
\frac1q=\frac{L}{K\Delta T}+\frac1{q_0}.
\tag{18}
\]

### The error from the Knudsen layer

The weak point of the derivation is the distribution of the incident molecules. Some of them have just collided with molecules coming from the wall, which do not have the bulk distribution. To measure the effect, the linearized BGK equation was solved numerically between two plates that re-emit a fraction \(a\) and mirror the rest. The distribution at the plates was part of the solution and was not assumed.

The model has \(\mathrm{Pr}=1\), as shown in the first half for a monatomic gas. The same holds with internal energy. The source factor is then the total energy in units of \(kT\) minus \((5+j)/2\). With the weight \(v_y^2\), this energy has the variance \(\tfrac52+\tfrac j2\), which replaces the monatomic value \(\tfrac{35}{4}-\tfrac{25}{4}=\tfrac52\). Thus \(K=p\tau(k/m)(5+j)/2=\mu c_p\).

For a wide gap and \(a=1\), the BGK jump length is 1.176 times the value of (1). The monatomic and the diatomic model give the same ratio to the four decimals printed. This agreement is a coincidence of these two cases, not a general rule. The ratio depends on \(j\): it is 1.177 for \(j=1\) and 1.175 for \(j=3\), and it falls towards 1.147 as \(j\) grows.

For weak accommodation the relative error of the jump length disappears, although its absolute error stays finite. Suppose that the Knudsen layer alters \(E_i-E_w\) by an amount \(\beta KT'\), where \(\beta\) stays finite as \(a\to0\). The energy balance then gives

\[
\Gamma k\,\frac{g+1}{2(g-1)}(T_g-T_w)
=\left(\frac1a-\frac12-\beta\right)KT' .
\]

The unknown \(\beta\) competes with \(1/a\), so the relative error is proportional to \(a\) when \(a\) is small. The monatomic BGK solution shows this: the ratio to (1) is 1.0019 at \(a=0.01\) and 1.0039 at \(a=0.02\). A test confirmed that the excess over 1 doubles, with a tolerance of 10 % on the factor 2.

The heat flux between plates is less sensitive than the jump length. For a monatomic gas with \(a=1\), equation (16) exceeds the BGK flux by the following percentages of the BGK value:

- 2.1 % at \(L=0.1\lambda\)
- 7.4 % at \(L=\lambda\)
- 6.9 % at \(L=3\lambda\)
- 3.5 % at \(L=10\lambda\)
- 1.4 % at \(L=30\lambda\)

At \(L=0.001\lambda\) the difference was at most 0.03 % for \(a=0.5\) and 1 with \(j=0\) and 2, in agreement with the collisionless limit. For the monatomic gas with \(a=1\) the excess peaks at about 7.7 % near \(L=1.5\lambda\). In this model (16) is therefore a usable interpolation for the total flux. Inside a gap of a few mean free paths, the linear temperature profile behind it has no such support.

### Nitrogen between a pedestal and a lifted wafer

In a reactor for atomic layer deposition, a wafer may be held above its heated pedestal with a thin layer of gas between them. Take a pedestal at 500 K, a wafer at 480 K, a gap of 2.0 mm and nitrogen at 1.0 Torr, or 133.3 Pa. The gas properties are evaluated at the mean temperature of 490 K. The viscosity \(2.5\times10^{-5}\) Pa s, \(\mathrm{Pr}=0.70\) and \(a=0.80\) are rough typical values. The results below keep more digits than these inputs justify, so that the arithmetic can be followed. Nitrogen is treated as a rigid diatomic molecule of mass 28.0 u, so \(g=1.4\).

The density is

\[
\rho=\frac{pm}{kT}=9.16\times10^{-4}\ \mathrm{kg/m^3},
\]

and the mean speed is \(\bar c=609\) m/s. Equation (2) gives

\[
\lambda=\frac{2\mu}{\rho\bar c}
=\frac{2\times2.5\times10^{-5}}{9.16\times10^{-4}\times609}\ \mathrm m
\approx90\ \mu\mathrm m .
\]

The gap is about 22 mean free paths wide, so a bulk region exists between the two Knudsen layers. The three factors of the jump length are

\[
\frac{2-a}{a}=\frac{1.2}{0.8}=1.50,\qquad
\frac{2g}{g+1}=\frac{2.8}{2.4}=1.167,\qquad
\frac1{\mathrm{Pr}}=1.429 .
\]

Their product is 2.50, and \(\zeta=2.50\lambda\approx224\ \mu\mathrm m\), or 0.224 mm.

With \(c_p=1039\) J/(kg K), the conductivity is \(K=\mu c_p/\mathrm{Pr}=0.0371\) W/(m K). The slope and the flux follow from (16):

\[
S=\frac{20\ \mathrm K}{(2.0+2\times0.224)\ \mathrm{mm}}=8.17\ \mathrm{K/mm},
\qquad q=KS\approx303\ \mathrm{W/m^2}.
\]

The jump at each wall is \(\zeta S=1.83\) K. The straight line in the gas therefore runs from 498.2 K at the pedestal to 481.8 K at the wafer. These are extrapolated values, not the temperatures of the gas in contact with the surfaces. Without jumps the flux would be 371 W/m², so the jumps reduce it by 18 %. The collisionless flux (17) at the same pressure is 1656 W/m², and (18) confirms the result: \(1/371+1/1656\approx1/303\).

### What the example leaves out

The accommodation coefficient is the main uncertainty in the gas flux. With the other inputs fixed, \(a=0.6\) gives 275 W/m² and \(a=1\) gives 323 W/m², which is 9 % below and 6 % above the value for \(a=0.8\). The jump length itself varies much more, from 149 µm at \(a=1\) to 448 µm at \(a=0.5\) and 1.34 mm at \(a=0.2\).

The Knudsen layer is estimated from the diatomic BGK gas at \(a=0.8\), where the jump length is 1.14 times that of (1). Applied to the example, this factor lowers the flux by 2.6 % to about 295 W/m². It is an estimate, because nitrogen doesn't have the Prandtl number of the BGK gas.

The other effects within the gas are smaller:

- Since \(\lambda=2\mu/\rho\bar c\), the mean free path varies as \(\mu T^{1/2}\) at fixed pressure. With the rough law \(\mu\propto T^{0.7}\) it is 5 % longer at the pedestal than at the wafer. The two deviations from the mean nearly cancel in the sum of the jump lengths.
- A harmonic vibration with a rough characteristic temperature of 3400 K adds \(0.047k\) to the heat capacity per molecule. At fixed \(\mu\) and \(\mathrm{Pr}\) this raises \(c_p\) and \(K\) by 1.3 %, and the flux by about as much. It lowers \(2g/(g+1)\) by 0.2 %. These figures assume that the vibration follows the local temperature. In nitrogen at this pressure it relaxes far more slowly than a molecule crosses the gap, so it carries heat only as far as the walls accommodate it, and with weak vibrational accommodation its share of the flux is much smaller than 1.3 %.
- The temperature changes by a fraction 0.0015 over one mean free path, so the expansion in the gradient is well founded.
- The Rayleigh number, which compares buoyancy with viscosity and heat conduction, is \(3\times10^{-6}\). Buoyant convection is negligible.

Thermal radiation is not small. Between two black plates at these temperatures it would carry 534 W/m², or 1.76 times the gas flux. Real surfaces exchange less, so this is an upper bound for opaque plates. It acts in parallel with the gas and leaves \(\zeta\) unchanged, but a heat budget for the wafer must include it.

The least certain input is \(a\), which depends on the material, its roughness and its adsorbed layers, and may change as precursors cover the surface. Of the effects estimated here, radiation can change the heat flux most: it could raise the total from about 303 to as much as 837 W/m² at the stated plate temperatures. During a precursor pulse, adsorption and reaction can also break the assumptions of equal number fluxes and of no heat released at the surface. Equation (7) then needs additional terms, and the present \(\zeta\) shouldn't be used without them. The numerical output lists the values used here.

## Values computed for the example and the checks

```
Worst relative error, wall balance by quadrature: 5.7e-14
Range of Pr in that test: 0.615 to 1.000
BGK jump length / formula (Knudsen-layer effect):
  monatomic, a=1: 1.1760
  diatomic, a=1: 1.1760
  monatomic, a=0.02: 1.00385
  monatomic, a=0.01: 1.00193
Heat flux, jump formula / BGK, monatomic, a=1:
  gap = 0.1 mean free paths: 1.0211
  gap = 1 mean free paths: 1.0737
  gap = 3 mean free paths: 1.0693
  gap = 10 mean free paths: 1.0349
  gap = 30 mean free paths: 1.0135
Largest deviation at gap = 0.001 paths: 2.9e-04
EXAMPLE: nitrogen, pedestal to lifted wafer
Pedestal, wafer, mean temperature: 500, 480, 490 K
Pressure: 1.0 Torr = 133.32 Pa; gap: 2.0 mm
Molecular mass: 28.0 u = 4.6495e-26 kg
Viscosity (rough input): 2.50e-05 Pa s
Pr (rough input): 0.70; a (rough input): 0.80; g: 1.400
Density: 9.163e-04 kg/m3; mean speed: 608.7 m/s
Heat capacity cp: 1039.3 J/(kg K); conductivity: 0.0371 W/(m K)
Mean free path: 89.6 um; Knudsen number: 0.0448
Factors (2-a)/a, 2g/(g+1), 1/Pr: 1.5000, 1.1667, 1.4286
Jump length: 224.1 um = 2.500 mean free paths
  jump length for a=1.0: 149.4 um
  jump length for a=0.5: 448.2 um
  jump length for a=0.2: 1344.7 um
Gas temperature slope: 8.169 K/mm; jump per wall: 1.831 K
Extrapolated gas temperatures at pedestal, wafer: 498.17, 481.83 K
Gas heat flux with jumps: 303.2 W/m2; without: 371.2 W/m2
Reduction of flux by the jumps: 18.3 %
Collisionless flux, same pressure and walls: 1656.2 W/m2
NEGLECTED EFFECTS AND UNCERTAINTY
Knudsen layer, BGK diatomic, a=0.8: jump length x 1.1432
  gas flux with that factor: 295.5 W/m2 (-2.6 %)
Gas flux if a=0.6: 275.2 W/m2; if a=1: 322.9 W/m2
Mean free path, hot wall over cold wall: +5.0 %
Vibrational heat capacity: 0.0468 k per molecule
  change of 2g/(g+1) by vibration: -0.22 %
Rayleigh number (buoyancy): 3.0e-06
Relative temperature change per mean free path: 1.5e-03
Radiation between black plates (upper bound): 533.9 W/m2
  ratio to gas flux: 1.76
```
